# Vacuum bands in a monolayer supercell and the GW band count

## Problem

A monolayer is computed in a periodic cell of in-plane area $A$ and height $L$. Most of the cell is vacuum, and the vacuum fills the spectrum with free-electron-like bands. A GW calculation sums over empty bands up to some energy $E$ above the vacuum level.

(a) How many bands lie below $E$, and how many of them can be assigned to the vacuum?

(b) By how much must the number of empty bands grow when $L$ is increased at fixed $E$?

(c) What happens if the number of bands is kept instead?

Give numbers for a cell like that of monolayer MoS$_2$, with $E=100$ eV and $L$ between 2 and 4 nm. Use these rough values: lattice constant 0.316 nm, layer thickness $d=0.60$ nm, mean potential inside the layer 15 eV below vacuum, and 26 valence electrons per cell including the Mo semicore shells.

**Conventions.** The zero of energy is the flat mean-field potential in the vacuum. A band is one spatial orbital at each k-point and holds two electrons; in a spinor calculation all counts double. The k-mesh is two-dimensional, with $k_z=0$. I write $c=\hbar^2/2m=0.03810$ eV nm$^2$, with $m$ the free-electron mass, and $k=\sqrt{E/c}$. The count $N(E,L)$ is an average over the in-plane Brillouin zone.

## Solution

### The empty cell

Without the layer, the states are plane waves with energies

$$\varepsilon = c\left(|\mathbf k_\parallel+\mathbf G|^2+g_n^2\right),\qquad g_n=\frac{2\pi n}{L},$$

where $\mathbf G$ is an in-plane reciprocal vector and $n$ any integer. For given $n$, a state lies below $E$ if $|\mathbf k_\parallel+\mathbf G|^2<k^2-g_n^2$. As $\mathbf k_\parallel$ runs over the zone and $\mathbf G$ over the lattice, their sum covers the plane once. The zone average is therefore the area of a disc divided by the zone area $4\pi^2/A$:

$$\frac{\pi(k^2-g_n^2)}{4\pi^2/A}=\frac{A}{4\pi}(k^2-g_n^2).$$

Adding the subbands gives

$$N_0=\frac{A}{4\pi}\sum_{|g_n|<k}(k^2-g_n^2)=\frac{\pi A}{L^2}\,S,\qquad S=\sum_{n=-M}^{M}(x^2-n^2),$$

with $x=kL/2\pi$ and $M$ the integer part of $x$. The factor $(2\pi/L)^2$ has been taken out of the sum.

The sum can be done in closed form. Since $\sum_{-M}^{M}n^2=M(M+1)(2M+1)/3$,

$$S=(2M+1)\left[x^2-\frac{M(M+1)}{3}\right].$$

Let $\theta=x-M$ be the fractional part and $u=1-2\theta$, so that $-1<u\le1$. Then $2M+1=2x+u$ and $M(M+1)=[(2x+u)^2-1]/4$. Substitution gives

$$S=\frac{(2x+u)(8x^2-4xu+1-u^2)}{12}
=\frac{4x^3}{3}+\frac{x(1-3u^2)}{6}+\frac{u(1-u^2)}{12}.$$

The terms in $x^2$ have cancelled. The leading term yields

$$\frac{\pi A}{L^2}\,\frac43\left(\frac{kL}{2\pi}\right)^3=\frac{ALk^3}{6\pi^2}.$$

Call the other two terms $R$. From below,

$$R+\frac x3=(1-u^2)\left(\frac x2+\frac u{12}\right)\ge0 .$$

From above,

$$\frac x3-R=\frac{x(1+3u^2)}{6}-\frac{u(1-u^2)}{12},$$

which is positive for $x\ge1$, because $u(1-u^2)<0.4$. Hence $|R|\le x/3$, and

$$\left|N_0-\frac{ALk^3}{6\pi^2}\right|\le\frac{\pi A}{L^2}\,\frac{kL}{6\pi}=\frac{Ak}{6L}.$$

For $E=100$ eV and $L=2$ nm this bound is 0.37 band, so the discreteness of $g_n$ can be ignored in the zone average.

The opposite limit is $x<1$, where only $n=0$ contributes and $N_0=Ak^2/4\pi$. The empty cell is then two-dimensional, and its count does not depend on $L$. At $L=2$ nm this holds below $c(2\pi/L)^2\approx0.38$ eV. For $x\ge1$ the bound above means that the linear term has a relative error of at most $1/(4x^2)$. With a few occupied values of $n$ the count is therefore already close to the linear term, although its local slope in $L$ still oscillates about the law. The energies considered here have many occupied values of $n$.

### The layer adds an offset that does not depend on height

Take first a layer that is uniform in the plane and mirror-symmetric about $z=0$, with a potential that has vanished well before $z=L/2$. Let $q$ be the wavenumber along $z$ in the vacuum. For $z>0$ outside the layer, even states have the form $\cos(qz+\eta_e)$ and odd states $\sin(qz+\eta_o)$. The phases depend on $q$ and on the layer, but not on $L$. Periodicity and symmetry require even states to have zero slope at $L/2$, and odd states to vanish there. Both conditions read

$$\frac{qL}{2}+\eta=n\pi .$$

The number of $z$-states between the vacuum level and $\varepsilon=cq^2$ is therefore

$$\nu=\frac{qL}{\pi}+\frac{[\eta_e+\eta_o]_0^q}{\pi}$$

apart from the rounding to integers. Each $z$-state carries a parabolic in-plane band with $A/(4\pi c)$ states per unit energy. The part proportional to $L$ is thus

$$\frac{A}{4\pi c}\int_0^E\frac{qL}{\pi}\,d\varepsilon
=\frac{A}{4\pi c}\,\frac L\pi\int_0^k 2cq^2\,dq=\frac{ALk^3}{6\pi^2},$$

as in the empty cell. The phase term and the states bound to the layer give a contribution $N_{\rm slab}(E)$ that does not contain $L$.

To estimate this offset, and to include lateral structure, count phase space to leading semiclassical order. There is one orbital per volume $(2\pi)^3$ of position and wavevector space, and the local wavevector sphere has radius $\sqrt{(E-V)/c}$. Hence

$$N=\frac{1}{(2\pi)^3}\int_{\rm cell}\frac{4\pi}{3}\left(\frac{E-V}{c}\right)^{3/2}d^3r
=\frac{ALk^3}{6\pi^2}+N_{\rm slab},$$

$$N_{\rm slab}=\frac{1}{6\pi^2}\int\left[\left(\frac{E-V}{c}\right)^{3/2}-k^3\right]d^3r .$$

The last integrand vanishes wherever $V=0$, so added vacuum does not change it. For $|V|\ll E$ the bracket is approximately $-3kV/(2c)$. With mean depth $V_0$ and thickness $d$,

$$N_{\rm slab}\approx\frac{Ak\,V_0d}{4\pi^2c}.$$

### Answers to (a) and (b)

The total count is $ALk^3/(6\pi^2)+N_{\rm slab}$. A natural vacuum share is

$$N_{\rm vac}=\frac{A(L-d)k^3}{6\pi^2}.$$

This is a division by volume. Above the vacuum level most states extend through both regions. Exceptions are states of a uniform layer that are bound along $z$ but have a large in-plane energy. Individual bands therefore cannot in general be labelled as belonging to one region or the other.

The number of occupied bands is fixed by the electrons. When the height changes from $L_1$ to $L_2$ at fixed $E$, the occupied bands and the offset cancel in the difference:

$$\boxed{N_{\rm empty}(L_2)=N_{\rm empty}(L_1)+\frac{Ak^3}{6\pi^2}(L_2-L_1)}$$

The absolute count needs a model of the layer, but its growth does not.

### Numbers

The in-plane area is $A=\tfrac{\sqrt3}{2}(0.316)^2=0.08648$ nm$^2$, and $k=\sqrt{100/0.03810}=51.23$ nm$^{-1}$. The growth rate is

$$\frac{0.08648\times(51.23)^3}{6\pi^2}\approx196\ \text{bands per nm}.$$

The first-order offset is

$$\frac{0.08648\times51.23\times15\times0.60}{4\pi^2\times0.03810}\approx26.5\ \text{bands}.$$

The full phase-space integral gives 27.5. It uses a well with edges smoothed over 0.05 nm and six lateral Fourier components of 2 eV each.

At $L=2.5$ nm, for example, the total is $490.9+27.5\approx518$ bands. Subtracting the $26/2=13$ occupied bands leaves 505 empty ones.

| $L$ (nm) | vacuum share | all bands | empty bands |
|---:|---:|---:|---:|
| 2.0 | 275 | 420 | 407 |
| 2.5 | 373 | 518 | 505 |
| 3.0 | 471 | 617 | 604 |
| 4.0 | 668 | 813 | 800 |

Doubling the height from 2 to 4 nm adds 393 empty bands. The ratio is $800/407\approx1.97$, slightly less than two because the constant part of the count, the offset of 27.5 less the 13 occupied bands, is positive and does not double.

The growth rate scales as $E^{3/2}$. It is 69 bands per nm at 50 eV, 555 at 200 eV and 1571 at 400 eV. A given relative change of the upper energy therefore changes the count more than the same relative change of the height.

### Diagonalization of model layers

For the laterally uniform well, diagonalization along $z$ at heights from 2 to 6 nm gives a slope of 196.3 bands per nm and an offset of 27.4. The phase-space offset for the same well is also 27.4.

The corrugated well was diagonalized in three dimensions on a $6\times6$ k-mesh at $L=2$ and 3 nm. The mean counts below 100 eV are 418 and 619, against 420 and 617 from phase space. Their difference, 201 bands per nm, is 2.4% above the law. At 60 eV the slope is 92.8 against 91.3, and at 80 eV it is 140.5 against 140.5. These values carry the noise of a coarse mesh. On an $18\times18$ mesh the mean counts below 100 eV are 420 and 616, and the slopes at 60, 80 and 100 eV are 91.4, 141.3 and 196.2 bands per nm, within about 0.6% of the law.

### Answer to (c): keeping the number of bands

If the offset is neglected, a fixed count means that $LE^{3/2}$ is constant, so

$$E_2=E_1\left(\frac{L_1}{L_2}\right)^{2/3}.$$

Going from 2 to 3 nm lowers the energy reached from 100 to 76.3 eV. With the offset, phase space gives 76.7 eV, and the three-dimensional diagonalization gives 76.4 eV on the $6\times6$ mesh and 76.7 eV on $12\times12$ and $18\times18$ meshes.

The offset has little effect here for a simple reason. It is present in both cells and varies only as $\sqrt E$ at first order. It falls from 26.5 to about $26.5\sqrt{0.763}\approx23$ bands, which frees about 3 bands. Near 76 eV the taller cell has about $\tfrac32\times393/76\approx8$ bands per eV, so the energy reached rises by about 0.4 eV.

The loss can matter because the contribution of the continuum near the layer is organized by energy. A normalized continuum state has a probability of order $1/L$ of being at the layer, while the number of such states per unit energy grows as $L$. The product, which enters a sum over transitions from a layer state, tends to a value independent of $L$.

A second-order sum shows the effect:

$$P(E)=\sum_{0<E_f<E}\frac{|\langle f|W|0\rangle|^2}{E_f-E_0}.$$

Here $|0\rangle$ is the lowest state of the uniform well at $\Gamma$, and $W$ is a short-range Gaussian perturbation of standard deviation 0.025 nm, centred in the layer and not repeated in the plane, so the final states run over all in-plane momenta. They include states bound along $z$ whose in-plane energy lifts them above zero. These do not depend on $L$ at all; they supply about 55% of the sum and about a third of the loss quoted below. With the cut at 100 eV, the sum captures 89.3% of its limit for large $E$ at both $L=2.5$ and 5 nm. If the taller cell is given only the 518 bands of the shorter one, its cut drops to 63.4 eV and the captured share to 77.8%.

This sum has energy denominators like those in GW, but it is not a GW self-energy. The percentages depend strongly on the chosen perturbation width, and a smoother perturbation loses much less (for 0.05 nm the share falls only from 99.9% to 99.1%). They are not errors of a band gap. What carries over is the reason for comparing cell heights at fixed $E$: otherwise a change in truncation is mixed with the change in vacuum.

### Using the estimate

The law describes a zone average, whereas a calculation usually takes the same number of bands at every k-point. In the empty cell with $L=2.5$ nm, the mean count on a $24\times24$ mesh is 491, but individual points range from 466 to 529, and $\Gamma$ has 527. In the corrugated model the ranges on the $6\times6$ mesh are 413 to 429 at 2 nm and 610 to 643 at 3 nm; on an $18\times18$ mesh they widen to 410 to 439 and 599 to 645. The largest count thus grows by 214 or 206, depending on the mesh, in both cases more than the mean law predicts.

If every k-point must reach $E$, a workable procedure is to:

1. count the bands below $E$ at all k-points of one reference cell and take the largest count;
2. add $Ak^3(L_2-L_1)/(6\pi^2)$;
3. add a margin, say 5 to 10% of the total for $E$ of 50 eV or more (in the corrugated model on the $6\times6$ mesh, steps 1 and 2 give $429+196=625$ bands at 3 nm, which is 18 bands or 3% short of the 643 needed; on the $18\times18$ mesh they fall 10 bands short); at lower $E$ more is needed, for example 12% in the empty cell at 25 eV when going from 2 to 4 nm;
4. confirm in the new cell that the highest band reaches $E$ at every k-point.

The energy reference also needs care. If 100 eV is measured from a valence-band top lying 6 eV below vacuum, the energy above vacuum is 94 eV. The growth rate is then 179 bands per nm, which is 8.9% lower.

### Relation to a real MoS$_2$ calculation

The lattice constant, thickness and electron count are in the regime of monolayer MoS$_2$. The energy of 100 eV is an illustration, not a convergence criterion; the energy needed depends on the quantity and the accuracy wanted. One clear departure from the model is the layer potential, since a real pseudopotential is neither a smooth well nor necessarily local. The model well holds only about 3 bands below $-6$ eV and about 7 below the vacuum level, whereas the real layer has 13 occupied bands. The offset and the absolute counts in the table are therefore rough estimates. Changing the mean depth from 10 to 20 eV moves the offset from 18 to 37 bands. This change of 19 bands is about 3% of the total of 617 at 3 nm, and it leaves the growth term unchanged. Reading the count from a reference cell removes the need for this parameter.

The growth term itself relies on a flat vacuum potential. A long-range image tail would break this assumption. With the metallic image form of the nearer face on each side, starting 0.1 nm outside the layer, the extra count is 4.1 bands at 2 nm and 6.0 at 4 nm (4.4 and 6.3 if all images between the two faces are kept). That adds about 1 band per nm to the growth, or 0.5%. The rule also needs the same energy reference in both cells. If the layers still overlap at $L_1$, there is no flat region from which to read the vacuum level. If an electric field tilts the vacuum potential, $E$ should be measured from the mean vacuum potential in each cell. To first order the phase-space integral depends only on this mean, so a linear tilt that is small compared with $E$ then has little effect on the count.

The remaining values and the individual comparisons are in the numerical output.

## Numbers as computed

```
hbar^2/2m = 0.03810 eV nm^2
lattice constant = 0.316 nm, area A = 0.08648 nm^2
slab: thickness 0.60 nm, edge smoothing 0.05 nm
slab: mean depth 15.0 eV, lateral component 2.0 eV
upper energy E = 100 eV above vacuum, k = 51.23 1/nm
growth law at E = 196.4 bands per nm
growth law at 50 eV = 69.4 bands per nm
growth law at 200 eV = 555.4 bands per nm
growth law at 400 eV = 1570.9 bands per nm
empty cell L = 2.5 nm: law 490.9 bands
  direct count: mean 491.1, min 466, max 529, Gamma 527 bands
remainder bound A k/(6L) at 2 nm = 0.37 bands; largest remainder/bound = 0.999
uniform slab, L = 2 to 6 nm: slope 196.3 bands per nm
  slab offset 27.4, phase space 27.4 bands
corrugated slab: 7 distinct k-points of a 6 x 6 mesh
  E = 60 eV: slope 92.8, law 91.3 bands per nm
  E = 80 eV: slope 140.5, law 140.5 bands per nm
  E = 100 eV: slope 201.1, law 196.4 bands per nm
  L = 2.0 nm, 100 eV: mean 417.9, phase space 420.2, min 413, max 429 bands
  L = 3.0 nm, 100 eV: mean 619.0, phase space 616.6, min 610, max 643 bands
  basis error of levels at 90-100 eV = 0.037 eV
bands kept, L 2 to 3 nm: energy reached 76.4 eV,
  phase space 76.7 eV, L^(-2/3) alone 76.3 eV
second-order sum, perturbation width 0.025 nm, captured share:
  L = 2.5 nm to 100 eV: 0.8934
  L = 5.0 nm to 100 eV: 0.8932
  L = 5.0 nm, same band number (518 bands, 63.4 eV): 0.7778
occupied bands = 13
estimate at 100 eV: vacuum share / all bands / empty bands
  L = 2.0 nm: 275 / 420 / 407 bands
  L = 2.5 nm: 373 / 518 / 505 bands
  L = 3.0 nm: 471 / 617 / 604 bands
  L = 4.0 nm: 668 / 813 / 800 bands
slab offset for inner potential 10 eV = 18.2 bands
slab offset for inner potential 15 eV = 27.5 bands
slab offset for inner potential 20 eV = 37.0 bands
image tail adds 4.1 bands at 2 nm, 6.0 bands at 4 nm
reference 6 eV lower: growth 179.0 bands per nm, change -8.9 percent
```
